# Why air in a 2 nm pore collides mostly with walls

In a 2 nm pore filled with room air at 760 Torr, a simple estimate says that a molecule hits the wall about every 4 ps but meets another molecule only about every 140 ps. The pressure is that of the room, yet the gas inside the pore behaves in this respect like a gas in a high-vacuum chamber, where molecules meet the walls more often than one another. The explanation lies in how far a molecule can fly before it meets another, compared with the width of the pore.

## The estimate on the back of an envelope

Treat air as identical hard spheres of diameter $\sigma=0.37$ nm, a rough value. At temperature $T=300$ K and pressure $p=1$ atm, the ideal-gas law gives the number density

$$
n=\frac{p}{k_BT}=0.0245\ \text{nm}^{-3},
$$

where $k_B$ is Boltzmann's constant. The mean spacing is $n^{-1/3}=3.4$ nm, already more than the pore diameter $d=2$ nm. If molecular centres could lie anywhere in the pore and the wall did not attract them, a cylindrical pore would hold on average one molecule per length

$$
\frac{1}{n\pi d^2/4}=13\ \text{nm}.
$$

Two spheres touch when their centres are $\sigma$ apart. A molecule that crosses a distance $d$ therefore sweeps out a volume $\pi\sigma^2d$ in which the centre of a partner would be struck. The expected number of partners there is

$$
n\pi\sigma^2d=0.0245\times\pi\times(0.37)^2\times2\approx0.021.
$$

If the partners stood still, there would be one molecular encounter in roughly 50 crossings. Their motion makes encounters somewhat more frequent, so the answer should be a few tens of wall collisions per molecular collision. The derivation below supplies the missing factor and shows why the pore diameter is the right length to use.

## Collisions between molecules

Assume a dilute gas in thermal equilibrium. Each Cartesian velocity component of a molecule of mass $m$ is Gaussian with variance $k_BT/m$. With $a=m/(2k_BT)$, the mean speed is

$$
\bar v=4\pi\left(\frac{a}{\pi}\right)^{3/2}\int_0^\infty v^3e^{-av^2}\,dv .
$$

The integral equals $1/(2a^2)$, so

$$
\bar v=\frac{4\pi}{2a^2}\left(\frac{a}{\pi}\right)^{3/2}
=\frac{2}{\sqrt{\pi a}}
=\sqrt{\frac{8k_BT}{\pi m}} .
$$

For a molar mass of 29 g/mol this is 468 m/s.

What matters for an encounter is the relative velocity. Each of its components is the difference of two independent Gaussian variables, so the variances add to $2k_BT/m$. Doubling the variance multiplies every typical speed by $\sqrt2$, and the mean relative speed is $\sqrt2\,\bar v$. The collision rate of one molecule is the density of partners times the volume swept per unit time in relative motion:

$$
\nu_{\rm gas}=n\,\pi\sigma^2\,\sqrt2\,\bar v .
$$

The mean free path $\lambda$ is the distance travelled per molecular collision in the bulk gas:

$$
\lambda=\frac{\bar v}{\nu_{\rm gas}}
=\frac{1}{\sqrt2\,\pi\sigma^2n}
=\frac{k_BT}{\sqrt2\,\pi\sigma^2p}.
$$

The last form follows from $n=p/(k_BT)$. In numbers,

$$
\lambda=\frac{1}{\sqrt2\times\pi\times(0.37\ \text{nm})^2\times0.0245\ \text{nm}^{-3}}
\approx67\ \text{nm}.
$$

The rate was also found by placing pairs of spheres at random, giving them Gaussian velocities and counting first contacts. The counted rate was 1.009 times the formula, a difference consistent with sampling noise.

## Collisions with the wall

Consider molecules approaching a small patch of wall at an angle $\theta$ to its normal. Their directions are isotropic, and only those moving towards the wall contribute. The number of hits per unit area and time is

$$
J=n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta
=n\bar v\,\frac{2\pi}{4\pi}\,\frac12=\frac{n\bar v}{4}.
$$

A pore of volume $V$ and wall area $S$ contains $nV$ molecules and receives $JS$ hits per unit time. The rate per molecule is therefore

$$
\nu_{\rm wall}=\frac{JS}{nV}=\frac{\bar vS}{4V}.
$$

For a long cylinder of length $L$, with its ends neglected,

$$
\frac SV=\frac{\pi dL}{\pi d^2L/4}=\frac4d,
\qquad
\nu_{\rm wall}=\frac{\bar v}{d}.
$$

The mean time between wall hits is $d/\bar v=2\ \text{nm}/(468\ \text{m/s})\approx4.3$ ps. The mean time between molecular collisions is $\lambda/\bar v\approx144$ ps.

## The Knudsen number as a ratio of collisions

The Knudsen number is the mean free path divided by a characteristic length, here the pore diameter. Dividing the wall rate by the collision rate of the bulk gas gives

$$
\frac{\nu_{\rm wall}}{\nu_{\rm gas}}
=\frac{\bar v/d}{\bar v/\lambda}
=\frac{\lambda}{d}=\mathrm{Kn}
=\frac{67.2}{2.0}\approx34 .
$$

The speed has cancelled, so in a gas of identical molecules their mass does not affect the result. A molecule much lighter or heavier than its partners would have a different ratio. The count follows the history of one molecule: a collision between two molecules enters the history of each. With the bulk collision rate, the share of collisions made with other molecules is

$$
\frac{\nu_{\rm gas}}{\nu_{\rm gas}+\nu_{\rm wall}}
=\frac{1}{1+\mathrm{Kn}}\approx2.9\,\% .
$$

The bulk mean free path is no longer the distance actually flown between successive collisions. Since the two rates add, that distance is

$$
\frac{\bar v}{\bar v/d+\bar v/\lambda}
=\frac{d}{1+1/\mathrm{Kn}}\approx1.9\ \text{nm},
$$

which is nearly the pore diameter.

The sharing of collisions was tested with random flights in a cylinder whose wall re-emits molecules diffusely. The bulk mean free path was an input, and wall and gas events were counted. For $\mathrm{Kn}=1$ the counted ratio was 1.000, and for the example it was 33.7, against 33.6 from the formula.

These flights use the bulk collision rate everywhere. In the pore, however, a molecule closer than $\sigma$ to the wall has no partners beyond it. At a distance $x$ from a nearly flat wall, a fraction $(\sigma-x)/(2\sigma)$ of the directions to a touching partner is lost. Averaged over the pore, the molecular collision rate falls by the fraction

$$
\frac SV\int_0^\sigma\frac{\sigma-x}{2\sigma}\,dx
=\frac{S\sigma}{4V}=\frac{\sigma}{d}\approx0.185 .
$$

This raises the ratio from 34 to about $33.6/(1-0.185)\approx41$. The Knudsen number is therefore a first estimate of the ratio. If the wall does not attract molecules, it becomes accurate when the pore is many molecular diameters wide.

## Pressure, pore size and shape

At fixed temperature and molecular diameter, $\mathrm{Kn}\propto1/(pd)$. With the bulk collision rate, the two kinds of collision become equally frequent at $\mathrm{Kn}=1$. For the 2 nm pore this would require about 34 atm, if the dilute-gas formula is carried that far. At 1 atm it would require a pore 67 nm wide. In much wider pores, molecular collisions dominate.

A vacuum moves the gas further into a regime it has already entered. For air at 300 K and a rough plasma-process pressure of 100 mTorr, $\mathrm{Kn}$ is about $2.6\times10^5$. The share of molecular collisions falls from a few per cent to a few per million, while the wall-hit rate per molecule, $\bar v/d$, stays the same.

Shape changes the number moderately. A spherical cavity has $S/V=\pi d^2/(\pi d^3/6)=6/d$, so $\nu_{\rm wall}=3\bar v/(2d)$. With the bulk collision rate, the ratio becomes $3\lambda/(2d)\approx50$ at the same diameter. The molecular diameter matters too, through $\lambda\propto1/\sigma^2$: changing it from 0.35 to 0.40 nm takes $\mathrm{Kn}$ for the cylinder from 38 to 29. Since the missing partners near the wall raise the ratio further, "a few tens" is a fair summary for this cylinder as long as molecules are not attracted to the wall.

## Molecules of finite size and attractive walls

So far molecules have been treated as points when they meet the wall. If a sphere touches a hard wall, its centre is still $\sigma/2$ away. The centres are then confined to a cylinder of diameter $d-\sigma=1.63$ nm. Wall attraction adds a second change: in a layer where the potential energy is $-\varepsilon$, the equilibrium density is raised by the Boltzmann factor

$$
B=e^{\varepsilon/(k_BT)} .
$$

Let $V'$ be the volume accessible to centres and $S'=4V'/(d-\sigma)$ its surface area. The density at this surface is $nB$, so the total number of wall hits per unit time is

$$
\frac{nB\bar v}{4}S'=\frac{nB\bar vV'}{d-\sigma}.
$$

In equilibrium the velocity distribution is the same at every position. The rate of molecular collisions therefore changes only through the density of pairs in contact. To lowest order in gas density, this pair density is $n^2$ times the two local Boltzmann factors. Let $A$ be the average of their product over all accessible positions of one centre and all directions to a partner at distance $\sigma$. The product is zero if the partner would lie outside the accessible cylinder. Summed over the molecules, the collision rate is $n(\bar v/\lambda)V'A$, and

$$
\frac{\text{wall collisions}}{\text{molecular collisions}}
=\frac{nB\bar vV'/(d-\sigma)}{n\bar vV'A/\lambda}
=\frac{\lambda B}{(d-\sigma)A}.
$$

Without attraction, $B=1$ and $A=0.774$, because the wall excludes some partner positions. The ratio rises to

$$
\frac{67.2}{1.63\times0.774}\approx53 .
$$

Attraction works the other way when it is strong. Take a layer 0.20 nm wide, with trial well depths:

- For 0.05 eV, $B=6.9$ and $A=7.8$, and the ratio is about 36.
- For 0.10 eV, $B=47.9$ and $A=284$, and the ratio is about 7.

Wall hits grow as $B$, whereas contacts between two molecules in the layer grow as $B^2$. For this layer $A\approx0.40+0.26B+0.12B^2$. A shallow well therefore raises the ratio slightly, to about 60 near 0.016 eV, while in a deep well the $B^2$ term dominates and the ratio falls. At lowest order in density it would reach 1 near 0.15 eV, but crowding in the layer already raises the ratio by about 20 % at 0.13 eV. The wall hits now include repeated bounces of molecules trapped near the surface, so they no longer all mark crossings of the pore. For still deeper wells the layer fills up, and the lowest-order density approximation fails.

## When the pore contains water

The argument also needs a pore filled with gas. Suppose a thin water film already wets a pore of radius $r=d/2$, and neglect the film's thickness. Filling a length $L$ removes a liquid–vapour surface of area $2\pi rL$ and releases the energy $2\pi rL\gamma$, where $\gamma=0.072$ N/m is a rough surface tension. Condensing the required $\pi r^2L/V_m$ moles from vapour at relative humidity $h<1$ costs $-RT\ln h$ per mole. Here $R$ is the gas constant and $V_m=18$ cm³/mol is the molar volume of water. The filled and the open pore are equally favourable when the two balance:

$$
2\pi rL\gamma=-\frac{\pi r^2L}{V_m}RT\ln h
\quad\Longrightarrow\quad
h=\exp\left(-\frac{2\gamma V_m}{rRT}\right)\approx0.35 .
$$

Above this humidity the filled pore is the stable state, although just above it an open pore can persist for a time because liquid must first bridge it. Ordinary room humidity can exceed 35 %. A film of finite thickness narrows the open core and lowers this humidity further. A bulk surface tension is also a crude description at a radius of 1 nm, but the estimate is enough to restrict the main result to dry air or to walls that water does not wet.

## Porous low-k films and radicals

The example is set in the regime of porous organosilicate low-k dielectrics, whose pores are typically around a nanometre to a few nanometres wide. Real pores are irregular and often connected, not long smooth cylinders; with the bulk collision rate, replacing the cylinder by a sphere already shifts the ratio from 34 to 50. In pores only about 1 nm wide, the finite size of the molecules changes the ratio much more than in the 2 nm example, so the simple estimate should not be carried over to them. Pore walls also attract molecules. The two trial wells give ratios of about 36 and 7 in the 2 nm cylinder, but these values depend strongly on the assumed layer width as well as on the well depth. For widths from 0.1 to 0.3 nm the ratio runs from about 88 to 20 at 0.05 eV and from about 24 to 3 at 0.10 eV, so a narrow, shallow well can even raise it above the hard-wall value of 53. Methyl groups make an intact film water-repellent, but plasma damage can remove them and leave a surface that takes up water. If water fills the pore, the gas-phase ratio no longer applies.

For a radical similar in size and mass to an air molecule, frequent wall hits need not mean that the wall causes most of its chemical loss. Let $s$ be the loss probability per wall hit and $g$ that per molecular collision, both small and constant. The loss rates are $s\bar v/d$ and $g\bar v/\lambda$, with ratio

$$
\frac{s\bar v/d}{g\bar v/\lambda}=\mathrm{Kn}\,\frac{s}{g}.
$$

With this bulk-rate estimate, wall loss dominates in the simple cylinder at 1 atm if $s>g/34$; at lower pressure a smaller $s$ is enough. In this model the Knudsen number tells which collisions are more frequent. Together with the reaction probabilities, it decides which of them matter more for the chemistry. The computed values are collected in the numerical output below.

## Numbers as computed

```
Temperature: 300 K
Pressure: 760 Torr
Pore diameter: 2.0 nm
Molecular diameter, rough: 0.37 nm
Molar mass, rough: 29 g/mol
Number density: 0.0245 nm^-3
Mean molecular spacing: 3.44 nm
Pore length per molecule: 13.0 nm
Mean speed: 468 m/s
Mean free path: 67.2 nm
Knudsen number: 33.6 (dimensionless)
Mean time between wall hits: 4.27 ps
Mean time between gas collisions: 144 ps
Gas share of all collisions: 2.9 %
Pair-count rate / formula: 1.009
Cylinder wall rate / formula: 0.998
Sphere wall rate / formula: 0.992
Flight wall/gas ratio at Kn=1: 1.000
Flight wall/gas ratio, example: 33.7
Pressure for Kn=1: 33.6 atm
Pore diameter for Kn=1 at 1 atm: 67.2 nm
Plasma pressure, rough: 100 mTorr
Knudsen number at plasma pressure: 2.55e+05
Kn for molecular diameter 0.35 nm: 37.6
Kn for molecular diameter 0.40 nm: 28.8
Wall/gas ratio in 2 nm spherical cavity: 50.4
Accessible diameter for centres: 1.63 nm
Finite-size contact factor A: 0.774
Finite-size A from pair count: 0.777
Wall/gas ratio with finite size: 53.3
Attractive layer width, trial: 0.20 nm
Well 0.05 eV: density factor B = 6.9
Well 0.05 eV: contact factor A = 7.8
Well 0.05 eV: wall/gas ratio = 36.5
Well 0.10 eV: density factor B = 47.9
Well 0.10 eV: contact factor A = 283.8
Well 0.10 eV: wall/gas ratio = 7.0
A from pair count, 0.05 eV well: 8.0
Water surface tension, rough: 0.072 N/m
Water molar volume, rough: 18 cm^3/mol
Humidity that fills wetted pore: 35 %
```
